\section*{Unitary and projective coupled-cluster doubles for minimal-basis H2}

\section*{The exercise}

The hydrogen molecule in a minimal basis has one $1s$-type function on each atom, $a$ and $b$, with overlap $S$. Symmetry fixes the two real molecular orbitals:
\begin{equation}
\phi_1=\frac{a+b}{\sqrt{2(1+S)}},\qquad
\phi_2=\frac{a-b}{\sqrt{2(1-S)}} .
\end{equation}
Under inversion through the bond midpoint $\phi_1$ is even and $\phi_2$ is odd. Let $|0\rangle$ be the determinant with both electrons in $\phi_1$, and $|D\rangle$ the one with both in $\phi_2$. The nuclei are fixed. Define
\begin{equation}
E_0=\langle 0|H|0\rangle,\qquad
2\Delta=\langle D|H|D\rangle-\langle 0|H|0\rangle,\qquad
K=\langle 0|H|D\rangle ,
\label{eq:defs}
\end{equation}
and take $\Delta>0$. Note that $\Delta$ is \emph{half} the gap between the determinants.

Unitary coupled cluster with doubles (unitary CCD) uses the normalized state $e^{\theta(T-T^\dagger)}|0\rangle$, where $T$ moves the electron pair from $\phi_1$ to $\phi_2$ and $\theta$ is a real angle. Projective CCD uses $e^{tT}|0\rangle$ and fixes $t$ by projecting the Schr\"odinger equation.

\begin{enumerate}
\item Express $E_0$, $\Delta$ and $K$ through orbital integrals, and show that single excitations play no part.
\item Find the unitary energy $E(\theta)$, the condition for its minimum, and the minimum energy.
\item Find the equation for $t$ and relate its ground-state solution to $\theta$.
\item Evaluate both methods for the STO-3G basis at a bond length of 1.4 bohr.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Count how many electrons occupy the odd orbital in each determinant. The Hamiltonian does not change under inversion.
\item Let $A=T-T^\dagger$ act twice on $|0\rangle$. The exponential series then splits into two familiar series.
\item A stationary point need not be a minimum. Find the signs of $\sin2\theta$ and $\cos2\theta$ separately, since their ratio does not determine them.
\item The pair can be excited once and no further, so $T^2=0$ and $e^{-tT}=1-tT$.
\item Take the factor $\cos\theta$ out of the unitary state and compare what remains with the projective state.
\end{enumerate}

\section*{Full solution}

\subsection*{1. The two-state problem}

In Gaussian units, the integrals over the orbitals are
\begin{align}
h_{pq}&=\int\phi_p\left(-\frac{\hbar^2}{2m}\nabla^2-\frac{e^2}{r_a}-\frac{e^2}{r_b}\right)\phi_q\,d^3r,\\
(pq|rs)&=\iint \phi_p(1)\phi_q(1)\,\frac{e^2}{r_{12}}\,\phi_r(2)\phi_s(2)\,d^3r_1\,d^3r_2 ,
\end{align}
where $r_a$ and $r_b$ are the distances to the nuclei. Write $J_{pq}=(pp|qq)$. From here on $\hbar$, $m$ and $e$ stay inside these integrals, because the remaining algebra contains only energies and angles.

A single excitation puts one electron in the odd orbital, so the resulting determinant is odd under inversion. Both $|0\rangle$ and $|D\rangle$ are even, with zero and two electrons in the odd orbital. Since $H$ is even, it cannot connect the two classes. There are no other even two-electron determinants in this basis, so $H$ acting on $|0\rangle$ or $|D\rangle$ gives a combination of these same two states.

Both determinants have the same singlet spin function, multiplied by $\phi_1(1)\phi_1(2)$ or $\phi_2(1)\phi_2(2)$. With the nuclear repulsion $E_{\rm nuc}$, the diagonal elements are
\begin{align}
E_0&=2h_{11}+J_{11}+E_{\rm nuc},\\
\langle D|H|D\rangle&=2h_{22}+J_{22}+E_{\rm nuc}.
\end{align}
Half their difference is
\begin{equation}
\Delta=h_{22}-h_{11}+\tfrac12(J_{22}-J_{11}).
\label{eq:delta}
\end{equation}
In the off-diagonal element, a one-electron operator leaves a factor $\int\phi_1\phi_2\,d^3r=0$ for the other electron, and the constant $E_{\rm nuc}$ drops out for the same reason. The repulsion remains:
\begin{equation}
K=\iint\phi_1(1)\phi_1(2)\frac{e^2}{r_{12}}\phi_2(1)\phi_2(2)\,d^3r_1d^3r_2=(12|12).
\end{equation}
This is twice the electrostatic self-energy of the charge distribution $e\phi_1\phi_2$, and is therefore positive. In the basis $|0\rangle,|D\rangle$ the Hamiltonian is
\begin{equation}
H=\begin{pmatrix}E_0&K\\K&E_0+2\Delta\end{pmatrix}.
\label{eq:matrix}
\end{equation}

The gap $2\Delta$ is not twice the difference of the Hartree--Fock orbital energies. Those are $\varepsilon_1=h_{11}+J_{11}$ and $\varepsilon_2=h_{22}+2J_{12}-K$, so
\begin{equation}
2(\varepsilon_2-\varepsilon_1)=2(h_{22}-h_{11})+4J_{12}-2K-2J_{11}.
\end{equation}
Solving for $2(h_{22}-h_{11})$ and inserting it in twice Eq.~\eqref{eq:delta} gives
\begin{equation}
2\Delta=2(\varepsilon_2-\varepsilon_1)+J_{11}+J_{22}-4J_{12}+2K .
\label{eq:orbital}
\end{equation}

\subsection*{2. The unitary energy and its minimum}

Let $c_{p\sigma}^\dagger$ create an electron with spin $\sigma$ in $\phi_p$. Fix the signs by
\begin{equation}
|0\rangle=c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger|{\rm vac}\rangle,\quad
|D\rangle=c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger|{\rm vac}\rangle,\quad
T=c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger c_{1\downarrow}c_{1\uparrow}.
\end{equation}
The two annihilators remove the electrons of $|0\rangle$ in the order in which they stand, without a sign change. Hence $T|0\rangle=|D\rangle$ and $T^\dagger|D\rangle=|0\rangle$. Also $T|D\rangle=0$, because $\phi_1$ is empty in $|D\rangle$, and $T^\dagger|0\rangle=0$, because $\phi_2$ is empty in $|0\rangle$. For $A=T-T^\dagger$ this means
\begin{equation}
A|0\rangle=|D\rangle,\qquad A|D\rangle=-|0\rangle,\qquad A^2|0\rangle=-|0\rangle .
\end{equation}
Even powers of $A$ return $|0\rangle$ and odd powers give $|D\rangle$, each with alternating signs:
\begin{align}
e^{\theta A}|0\rangle
&=\left(1-\frac{\theta^2}{2!}+\frac{\theta^4}{4!}-\cdots\right)|0\rangle
+\left(\theta-\frac{\theta^3}{3!}+\cdots\right)|D\rangle\nonumber\\
&=\cos\theta\,|0\rangle+\sin\theta\,|D\rangle .
\label{eq:ustate}
\end{align}
The unitary operator is a rotation in the plane of the two determinants, and the norm stays equal to one.

The expectation value of the matrix \eqref{eq:matrix} is
\begin{align}
E(\theta)&=E_0\cos^2\theta+(E_0+2\Delta)\sin^2\theta+2K\sin\theta\cos\theta\nonumber\\
&=E_0+2\Delta\sin^2\theta+K\sin2\theta\nonumber\\
&=E_0+\Delta(1-\cos2\theta)+K\sin2\theta .
\label{eq:energy}
\end{align}
The second line uses $\cos^2\theta+\sin^2\theta=1$, and the third $2\sin^2\theta=1-\cos2\theta$. Promoting the pair costs energy through $\Delta$, while mixing with a negative angle gains energy through $K$.

At a stationary point,
\begin{equation}
\frac{dE}{d\theta}=2\Delta\sin2\theta+2K\cos2\theta=0 .
\end{equation}
If $\cos2\theta$ were zero, $\sin2\theta$ would be $\pm1$ and the equation would require $\Delta=0$. For $\Delta>0$ we may therefore divide by $2\Delta\cos2\theta$:
\begin{equation}
\boxed{\tan2\theta=-\frac{K}{\Delta}}
\label{eq:tan}
\end{equation}
In terms of the full gap $G=2\Delta$, the right-hand side is $-2K/G$.

Equation~\eqref{eq:tan} has two solutions in each period $\pi$ of $E(\theta)$. With $W=\sqrt{\Delta^2+K^2}$ they are
\begin{equation}
\cos2\theta=\pm\frac{\Delta}{W},\qquad \sin2\theta=\mp\frac{K}{W},
\label{eq:branches}
\end{equation}
with upper signs together and lower signs together. The second derivative distinguishes them:
\begin{equation}
\frac{d^2E}{d\theta^2}=4\Delta\cos2\theta-4K\sin2\theta
=\pm4\,\frac{\Delta^2+K^2}{W}=\pm4W .
\end{equation}
The upper signs give the minimum. There $\cos2\theta>0$ and $\sin2\theta<0$, so that, up to multiples of $\pi$, $-\pi/4<\theta<0$. Call this angle $\theta_{\rm m}$. Inserting it in Eq.~\eqref{eq:energy},
\begin{equation}
E_{\min}=E_0+\Delta-\frac{\Delta^2}{W}-\frac{K^2}{W}=E_0+\Delta-W .
\label{eq:emin}
\end{equation}
The lower signs belong to the maximum at $\theta_{\rm m}+\pi/2$, with energy $E_0+\Delta+W$. These two values are the eigenvalues of the matrix \eqref{eq:matrix}: their sum is its trace, $2E_0+2\Delta$, and their product is
\begin{equation}
(E_0+\Delta)^2-W^2=E_0^2+2E_0\Delta-K^2,
\end{equation}
which is its determinant. Unitary CCD thus reproduces the even-parity full configuration interaction (full CI) energies in this basis.

\subsection*{3. The projective amplitude}

Since $T^2=0$, the projective state is
\begin{equation}
e^{tT}|0\rangle=|0\rangle+t|D\rangle .
\label{eq:pstate}
\end{equation}
Acting with $H$ gives
\begin{equation}
He^{tT}|0\rangle=(E_0+Kt)|0\rangle+\left[K+(E_0+2\Delta)t\right]|D\rangle .
\end{equation}
Now apply $e^{-tT}=1-tT$. It leaves the coefficient of $|0\rangle$ unchanged and subtracts $t$ times that coefficient from the coefficient of $|D\rangle$. The projection on $|0\rangle$ is the energy,
\begin{equation}
E_{\rm CCD}=\langle0|e^{-tT}He^{tT}|0\rangle=E_0+Kt ,
\label{eq:pe}
\end{equation}
and the projection on $|D\rangle$ must vanish:
\begin{align}
0&=K+(E_0+2\Delta)t-t(E_0+Kt)\nonumber\\
&=K+2\Delta t-Kt^2 .
\label{eq:quadratic}
\end{align}
The roots are $t=(\Delta\pm W)/K$. Because $K>0$, Eq.~\eqref{eq:pe} assigns the lower energy to the lower root. Multiplying its numerator and denominator by $\Delta+W$ and using $\Delta^2-W^2=-K^2$,
\begin{equation}
t=\frac{\Delta-W}{K}=-\frac{K}{\Delta+W}.
\label{eq:t}
\end{equation}

To compare with the unitary angle, use $\tan\theta=\sin2\theta/(1+\cos2\theta)$ and the upper signs of Eq.~\eqref{eq:branches}:
\begin{equation}
\boxed{\tan\theta_{\rm m}=\frac{-K/W}{1+\Delta/W}=-\frac{K}{\Delta+W}=t}
\label{eq:relation}
\end{equation}
The states show why. Equation~\eqref{eq:ustate} can be written as
\begin{equation}
e^{\theta A}|0\rangle=\cos\theta\left(|0\rangle+\tan\theta\,|D\rangle\right),
\end{equation}
which is the projective state \eqref{eq:pstate} with $t=\tan\theta$, multiplied by a normalization factor. Both methods find the same eigenvector. Unitary CCD gives it unit length, while projective CCD gives $|0\rangle$ the coefficient one. The energies agree too, since $E_0+Kt=E_0+\Delta-W$.

The product of the roots of Eq.~\eqref{eq:quadratic} is $-1$, so the other root is $-1/t=\tan(\theta_{\rm m}+\pi/2)$. It describes the upper even state, which is the maximum of the unitary energy.

The agreement with full CI rests on the closed two-state space. In a larger system $H$ can couple these states to others that a doubles ansatz does not describe correctly, and neither method then need contain an eigenvector of $H$. The agreement of the two methods with each other holds more widely. For two electrons in any basis, $T$ only maps $|0\rangle$ onto a combination of doubly excited determinants and $T^2=0$. Both states then lie in the space of $|0\rangle$ and its double excitations, and the unitary minimum is the lowest eigenvector of $H$ restricted to that space. Provided this eigenvector overlaps $|0\rangle$, it is also a root of the projected equations. As in the two-state case, higher eigenvectors that overlap $|0\rangle$ give further roots, and the agreement refers to the ground-state root. For H$_2$ in the 6-31G basis at 4.0 bohr, both give $-1.00360$ hartree, while full CI gives $-1.00949$ hartree because single excitations now contribute. With more electrons $T^2$ need not vanish, and this argument for equal energies no longer applies.

\subsection*{4. Numbers at 1.4 bohr}

The STO-3G integrals, in hartree, are $h_{11}=-1.252797$, $h_{22}=-0.475602$, $J_{11}=0.674594$, $J_{22}=0.697495$ and $K=0.181258$, with $E_{\rm nuc}=0.714286$. Hence
\begin{align}
E_0&=2(-1.252797)+0.674594+0.714286=-1.116714,\\
\Delta&=0.77720+\tfrac12(0.02290)=0.78865,\\
W&=\sqrt{0.78865^2+0.18126^2}=0.80921 .
\end{align}
The determinant gap is $2\Delta=1.5773$ hartree. Twice the orbital-energy gap is $2(1.248471)=2.49694$ hartree. With $J_{12}=0.663564$, the remaining terms of Eq.~\eqref{eq:orbital} give $J_{11}+J_{22}-4J_{12}+2K=-0.91965$ hartree, and the sum is $1.57729$ hartree.

The tangent condition gives
\begin{equation}
\tan2\theta=-\frac{0.181258}{0.788645}=-0.22983,\qquad \theta_{\rm m}=-0.11296\ {\rm rad},
\end{equation}
and the projective amplitude is
\begin{equation}
t=-\frac{0.181258}{0.788645+0.809207}=-0.11344=\tan\theta_{\rm m}.
\end{equation}
The correlation energy, measured from the Hartree--Fock energy $E_0$, is
\begin{equation}
Kt=(0.181258)(-0.113438)=-0.02056\ {\rm hartree}=-0.560\ {\rm eV},
\end{equation}
so the total energy is $-1.13728$ hartree. The doubly excited determinant has weight $\sin^2\theta_{\rm m}=0.0127$.

The numerical check minimizes the unitary energy and solves the projected equation numerically, using matrix exponentials. Both energies agree with a diagonalization over all two-electron determinants. That full-CI energy is exact only within the STO-3G basis. It omits the correlation and orbital flexibility that more basis functions would provide, as well as nuclear motion and relativity. The shift is large: in the cc-pVQZ basis at the same bond length, full CI gives a correlation energy of $-0.0403$ hartree and a total energy of $-1.1738$ hartree, so the minimal basis recovers only about half of the correlation energy. These values still move with the basis: cc-pV5Z gives $-0.0406$ and $-1.1742$ hartree. The mixing shifts as well. In cc-pVQZ the ratio of the second to the first natural-orbital coefficient, the counterpart of $t$, is $-0.101$, and the corresponding weight is $0.0099$ instead of $0.0127$.

\section*{Variation 1: an inaccurate amplitude}

\textbf{Question.} Suppose that the angle is wrong by $d$, so that $\theta=\theta_{\rm m}+d$, and that the projective amplitude is correspondingly $t=\tan(\theta_{\rm m}+d)$. How large are the two energy errors relative to full CI?

\textbf{Solution.} The upper signs of Eq.~\eqref{eq:branches} give $\Delta=W\cos2\theta_{\rm m}$ and $K=-W\sin2\theta_{\rm m}$. Equation~\eqref{eq:energy} becomes
\begin{align}
E(\theta)&=E_0+\Delta-W(\cos2\theta_{\rm m}\cos2\theta+\sin2\theta_{\rm m}\sin2\theta)\nonumber\\
&=E_0+\Delta-W\cos2(\theta-\theta_{\rm m}).
\end{align}
Subtracting $E_{\min}=E_0+\Delta-W$ leaves
\begin{equation}
E(\theta_{\rm m}+d)-E_{\min}=W(1-\cos2d)=2W\sin^2d\ge0 .
\end{equation}
The error is quadratic for small $d$ and cannot be negative. The projective expression \eqref{eq:pe} is linear in $t$. Since the derivative of $\tan\theta$ is $1+\tan^2\theta$, its error is
\begin{equation}
K\left[\tan(\theta_{\rm m}+d)-\tan\theta_{\rm m}\right]\approx K(1+t^2)\,d ,
\end{equation}
where $t$ on the right is the correct amplitude. This error changes sign with $d$.

At 1.4 bohr and $d=\pm0.02$ rad, the unitary error is $+0.00065$ hartree for either sign. The linear estimate for the projective error is $\pm0.00367$ hartree; the computed values are $+0.00366$ and $-0.00368$ hartree. With the negative error, the projective energy lies below full CI. The unitary energy is the expectation value of a normalized state, which cannot lie below the lowest eigenvalue. For the state \eqref{eq:pstate} the expectation value is $[E_0+2Kt+(E_0+2\Delta)t^2]/(1+t^2)$, which differs from the projective expression $E_0+Kt$ by $t(K+2\Delta t-Kt^2)/(1+t^2)$. Apart from the trivial case $t=0$, the two coincide only when the amplitude equation \eqref{eq:quadratic} is satisfied, so an unconverged amplitude carries no bound.

\section*{Variation 2: weak coupling and a stretched bond}

\textbf{Question.} What happens to $\theta_{\rm m}$ and $t$ when $K\ll\Delta$, and what happens when the bond is stretched until $\Delta\to0^+$?

\textbf{Solution.} For $K\ll\Delta$ we have $W\approx\Delta$, and Eq.~\eqref{eq:t} gives
\begin{equation}
t\approx\theta_{\rm m}\approx-\frac{K}{2\Delta},\qquad
E_{\min}-E_0\approx-\frac{K^2}{2\Delta}.
\label{eq:weak}
\end{equation}
The energy is the second-order result with the determinant gap $2\Delta$ as denominator, $-0.0208$ hartree at 1.4 bohr. It is not the M{\o}ller--Plesset (MP2) energy, whose denominator is $2(\varepsilon_2-\varepsilon_1)$ and which gives $-0.0132$ hartree. At 1.4 bohr the estimate for $t$ is $-0.1149$, against the correct $-0.1134$.

When the atoms separate, the product $ab$ and the one-electron coupling between the atoms vanish. The densities $\phi_1^2$ and $\phi_2^2$ both approach $(a^2+b^2)/2$. Therefore $h_{22}-h_{11}$ and $J_{22}-J_{11}$ tend to zero, and so does $\Delta$, while $K$ stays finite. Then $W\to K$, and
\begin{equation}
t\to-1,\qquad \theta_{\rm m}\to-\frac{\pi}{4}.
\end{equation}
The computed values, with energies in hartree, show the approach:

\begin{center}
\begin{tabular}{cccccc}
$R$ (bohr) & $\Delta$ & $K$ & $\theta_{\rm m}$ (rad) & $t$ & $E_{\min}$\\
1.4 & 0.7886 & 0.1813 & $-0.1130$ & $-0.1134$ & $-1.1373$\\
2.5 & 0.3348 & 0.2179 & $-0.2885$ & $-0.2968$ & $-1.0305$\\
4.0 & 0.1010 & 0.2651 & $-0.6034$ & $-0.6891$ & $-0.9438$\\
6.0 & 0.0161 & 0.3040 & $-0.7589$ & $-0.9484$ & $-0.9334$
\end{tabular}
\end{center}

These are STO-3G values and depend strongly on the basis: in cc-pVTZ at 6.0 bohr the full-CI energy is $-1.0003$ hartree, and the restricted Hartree--Fock energy lies $0.179$ hartree above it (cc-pVQZ gives $-1.0006$ and $0.177$ hartree, aug-cc-pVTZ $-1.0004$ and $0.176$ hartree). In these larger bases the ratio of the second to the first natural-orbital coefficient, the counterpart of $t$, is about $-0.89$ rather than $-0.95$. At 6.0 bohr the weak-coupling formula would give $t\approx-9.4$, so it has failed completely. The limiting state explains the large mixing. With $S=0$, its spatial part is
\begin{align}
\frac{\phi_1(1)\phi_1(2)-\phi_2(1)\phi_2(2)}{\sqrt2}
&=\frac{[a(1)+b(1)][a(2)+b(2)]-[a(1)-b(1)][a(2)-b(2)]}{2\sqrt2}\nonumber\\
&=\frac{a(1)b(2)+b(1)a(2)}{\sqrt2}.
\end{align}
The terms with both electrons on one atom cancel, leaving one electron on each. The single determinant $|0\rangle$ keeps those ionic terms, and at 6.0 bohr its energy is $-0.6451$ hartree, about $0.288$ hartree above the correlated value.

At $\Delta=0$ itself the ratio in Eq.~\eqref{eq:tan} is undefined, but Eq.~\eqref{eq:branches} still gives $\theta_{\rm m}=-\pi/4$. If a model had $\Delta<0$, the minimum would have $\cos2\theta<0$, and the principal value of the arctangent would select the maximum instead. The signs of the sine and cosine in Eq.~\eqref{eq:branches} give the correct angle in each case, and Eq.~\eqref{eq:relation} continues to hold.

\section*{Computed results}
\begin{verbatim}
H2, STO-3G; energies in hartree unless stated
R = 1.4 bohr
h11 = -1.252797
h22 = -0.475602
J11 = 0.674594
J22 = 0.697495
J12 = 0.663564
K = 0.181258
nuclear repulsion = 0.714286
E0 = -1.116714
Delta (half determinant gap) = 0.788645
W = 0.809207
determinant gap 2 Delta = 1.577291
orbital-energy gap = 1.248471
-K/Delta = -0.229834
theta at numerical minimum = -0.112956 rad
tan(2 theta) = -0.229835
tan(theta) = -0.113438
t from projected equation = -0.113438
small-K estimate -K/(2 Delta) = -0.114917
other projective root = 8.815352
unitary CCD energy = -1.137276
projective CCD energy = -1.137276
full-CI energy = -1.137276
upper gerade energy = 0.481138
correlation energy = -0.020562
correlation energy = -0.5595 eV
weight of |D>, sin^2(theta) = 0.012705
angle error (rad), unitary energy error, projective energy error
-0.02  +0.000647  -0.003681
+0.02  +0.000647  +0.003664
R (bohr), Delta, K, theta (rad), t, E0, E(CCD)
1.0  1.110765  0.170241  -0.076041  -0.076188  -1.065999  -1.078970
1.4  0.788645  0.181258  -0.112956  -0.113438  -1.116714  -1.137276
2.5  0.334825  0.217937  -0.288504  -0.296784  -0.965794  -1.030474
4.0  0.101028  0.265128  -0.603364  -0.689087  -0.761082  -0.943778
6.0  0.016121  0.304020  -0.758910  -0.948378  -0.645077  -0.933402
\end{verbatim}
